# The Feynman–Kac formula and the classical bound on the quantum partition function

A particle in a potential well at temperature $T$ has a classical partition function that requires one integral over the potential. The quantum partition function requires the energy levels, or a sum over paths. When the particle is light or the temperature low, the two differ, and one would like to know the sign of the difference before computing anything. The path representation gives it: each quantum path samples the potential over a region, and convexity of the exponential fixes the direction of the resulting inequality.

## Conventions and statement

Rydberg atomic units are used: $\hbar=1$, the electron mass is $1/2$, lengths are in bohr and energies in Ry. Thus $p^2/2m=p^2$, and in $d$ dimensions
$$H=H_0+V,\qquad H_0=-\Delta .$$
The inverse temperature is $\beta=1/k_BT>0$. The potential $V$ is real, continuous and bounded below. Under these conditions $-\Delta+V$, defined on smooth functions of compact support, has exactly one self-adjoint extension. This standard theorem is used without proof; it defines $H$.

Write $p_t(x)=(4\pi t)^{-d/2}e^{-|x|^2/4t}$. A Brownian bridge $b$ on $[0,\beta]$ is a continuous Gaussian process with mean zero, independent components, and covariance per component
$$C(s,t)=2\left[\min(s,t)-\frac{st}{\beta}\right].$$
It vanishes at both ends. $E$ denotes the average over $b$.

**Theorem.** (a) The operator $e^{-\beta H}$ has the kernel
$$K(x,y;\beta)=p_\beta(x-y)\,E\exp\left[-\int_0^\beta V(X(t))\,dt\right],$$
$$X(t)=x+(y-x)\frac t\beta+b(t).$$

(b) If $\int e^{-\beta V}dx<\infty$, then $Z=\mathrm{Tr}\,e^{-\beta H}$ satisfies
$$Z<Z_{cl}=(4\pi\beta)^{-d/2}\int e^{-\beta V(x)}dx .$$

(c) Let $\bar V(c)$ be the average of $V(c+\xi)$ over a Gaussian $\xi$ with mean zero and variance $\beta/6$ per component. If $\bar V$ is finite, then
$$Z\ge(4\pi\beta)^{-d/2}\int e^{-\beta\bar V(c)}dc .$$

The quantity $Z_{cl}$ is the usual phase-space integral. Planck's constant is $2\pi$ in these units, and the momentum integral is Gaussian:
$$(2\pi)^{-d}\int e^{-\beta p^2}dp=(2\pi)^{-d}\left(\frac{\pi}{\beta}\right)^{d/2}=(4\pi\beta)^{-d/2}.$$

## Lemma 1: free propagation generates the bridge

In Fourier space $e^{-tH_0}$ multiplies by $e^{-tk^2}$, whose inverse transform is $p_t$. So $p_t(x-y)$ is the free kernel. For times $0<t_1<\dots<t_n<\beta$, the function
$$\frac{p_{t_1}(x-x_1)\,p_{t_2-t_1}(x_1-x_2)\cdots p_{\beta-t_n}(x_n-y)}{p_\beta(x-y)}$$
is positive and integrates to one, because free kernels compose. It is the joint density of $X(t_1),\dots,X(t_n)$.

**Proof.** The density is Gaussian, so its means and covariances determine it. Take one time $t$, put $D=y-x$, and write the position as $z=x+Dt/\beta+u$. Then $z-x=Dt/\beta+u$ and $y-z=D(\beta-t)/\beta-u$, so
$$\frac{|z-x|^2}{t}+\frac{|y-z|^2}{\beta-t}
=\frac{|D|^2}{\beta}+\left(\frac1t+\frac1{\beta-t}\right)|u|^2 ,$$
the cross terms $\pm2D\cdot u/\beta$ having cancelled. Division by $p_\beta(x-y)$ removes $|D|^2/\beta$. The exponent left is $-\beta|u|^2/[4t(\beta-t)]$: the mean is $x+Dt/\beta$ and the variance per component is $2t(\beta-t)/\beta=C(t,t)$.

For $s<t$, fix the position $z$ at time $t$. The density factorizes there, and the earlier part is the same construction between $x$ and $z$ on $[0,t]$. Its mean at $s$ is $x+(z-x)s/t$. The covariance is therefore $(s/t)C(t,t)=2s(\beta-t)/\beta=C(s,t)$. ∎

A continuous version exists: if $W$ is Brownian motion with covariance $2\min(s,t)$, then $b(t)=W(t)-(t/\beta)W(\beta)$ has covariance $2\min(s,t)-2st/\beta-2st/\beta+2st/\beta=C(s,t)$.

## Lemma 2: bounded potentials

Let $|V|\le B$. Since
$$\frac{d}{ds}\left[e^{-sH_0}e^{-(\beta-s)H}\right]=e^{-sH_0}(H-H_0)e^{-(\beta-s)H},$$
integration from $0$ to $\beta$ gives
$$e^{-\beta H}=e^{-\beta H_0}-\int_0^\beta e^{-sH_0}V e^{-(\beta-s)H}ds .$$
Substituting this identity into itself repeatedly gives a series whose $n$th term is
$$(-1)^n\int_{0<t_1<\dots<t_n<\beta}e^{-t_1H_0}Ve^{-(t_2-t_1)H_0}V\cdots Ve^{-(\beta-t_n)H_0}\,dt_1\cdots dt_n .$$
The ordered region has volume $\beta^n/n!$ and the free factors have norm at most one, so the term has norm at most $(\beta B)^n/n!$. The remainder after $n$ substitutions has the same bound times $e^{\beta B}$, and vanishes as $n\to\infty$.

By Lemma 1 the kernel of the $n$th term is $p_\beta(x-y)$ times
$$(-1)^n\int_{t_1<\dots<t_n}E\prod_jV(X(t_j))\,dt_1\cdots dt_n
=\frac{(-1)^n}{n!}E\left[\int_0^\beta V(X(t))dt\right]^n .$$
The factor $1/n!$ appears because the product of numbers $V(X(t_j))$ is symmetric in the times, so all $n!$ orderings contribute equally. Summing over $n$ gives the exponential in (a). The sum and the average may be exchanged because the absolute values sum to at most $e^{\beta B}$. ∎

The operators $V$ and $H_0$ do not commute; the time ordering along the path accounts for this, while the path weight itself contains only numbers.

## Lemma 3: potentials unbounded above

Adding a constant $a$ to $V$ multiplies both sides of (a) by $e^{-\beta a}$, so let $V\ge0$. Put $V_M=\min(V,M)$ and $H_M=H_0+V_M$. Lemma 2 gives the kernel $K_M$ of $e^{-tH_M}$. A continuous path stays in a bounded region, where $V$ is bounded, so $\int V_M(X)dt=\int V(X)dt$ once $M$ is large enough for that path. By dominated convergence $K_M$ decreases to $K$, and $0\le K\le K_M\le p_t$.

Let $P_t$ be the operator with kernel $K(x,y;t)$, and $P_0=1$. For square-integrable $f$,
$$|e^{-tH_M}f-P_tf|(x)\le\int(K_M-K)(x,y;t)|f(y)|dy .$$
The right side tends to zero at each $x$ and is bounded by the square-integrable function $e^{-tH_0}|f|$. Hence $e^{-tH_M}f\to P_tf$ in norm. The limit inherits symmetry, $\|P_t\|\le1$ and $P_tP_s=P_{t+s}$.

For smooth $f$ of compact support, $H_Mf=Hf$ as soon as $M$ exceeds $V$ on that support. Letting $M\to\infty$ in $e^{-tH_M}f=f-\int_0^te^{-sH_M}H_Mf\,ds$ yields
$$P_tf=f-\int_0^tP_sHf\,ds .$$
So $\|P_tf-f\|\le t\|Hf\|$. Such $f$ are dense and $\|P_t\|\le1$, so $P_t$ is strongly continuous. A strongly continuous symmetric contraction semigroup has the form $e^{-tA}$ with $A$ self-adjoint. Dividing the last equation by $t$ and letting $t\to0$ gives $Af=Hf$. Since $-\Delta+V$ has one self-adjoint extension, $A=H$. This proves (a). ∎

## Lemma 4: the trace is a sum over closed loops

$$Z=\int K(x,x;\beta)\,dx .$$

**Proof.** The covariance is unchanged under $t\to\beta-t$, so $K(x,y)=K(y,x)$. For any real orthonormal basis $e_n$,
$$\mathrm{Tr}\,P_\beta=\sum_n\|P_{\beta/2}e_n\|^2=\int\!\!\int K(x,y;\beta/2)^2\,dy\,dx ,$$
where the last step is Parseval's identity for the function $y\mapsto K(x,y;\beta/2)$. By Lemma 1, a loop from $x$ to $x$ cut at its midpoint $y$ consists of two independent bridges, so the $y$ integral equals $K(x,x;\beta)$. All terms are non-negative, and the identity holds whether or not they sum to a finite value. ∎

## Proof of the upper bound

Fix $x$ and a loop, and let $v(t)=V(x+b(t))$ have time average $a=\beta^{-1}\int_0^\beta v\,dt$. The convex function $e^{-\beta v}$ lies above its tangent at $a$:
$$e^{-\beta v(t)}\ge e^{-\beta a}\left[1-\beta(v(t)-a)\right].$$
On averaging over $t$ the linear term vanishes, which leaves Jensen's inequality
$$\exp\left[-\int_0^\beta v\,dt\right]\le\frac1\beta\int_0^\beta e^{-\beta v(t)}dt .$$
Averaging over loops and multiplying by $p_\beta(0)=(4\pi\beta)^{-d/2}$,
$$K(x,x;\beta)\le(4\pi\beta)^{-d/2}\frac1\beta\int_0^\beta E\,e^{-\beta V(x+b(t))}dt .\tag{1}$$

Now integrate over $x$. The integrand is positive, so the integrals may be taken in any order. For a fixed loop and time, the shift $x\to x-b(t)$ gives
$$\int e^{-\beta V(x+b(t))}dx=\int e^{-\beta V(x)}dx .$$
The loop has disappeared, the averages over $t$ and $b$ equal one, and $Z\le Z_{cl}$ follows.

If equality held with $Z_{cl}$ finite, the tangent inequality would be an equality for almost every $x$ and loop, so $V$ would be constant along almost every loop. The position $b(\beta/2)$ has a positive density everywhere, so $V(x+z)=V(x)$ for almost all $x$ and $z$. By continuity $V$ would be constant, and $Z_{cl}$ infinite. The inequality is therefore strict. ∎

Since $F=-\beta^{-1}\ln Z$, the classical free energy lies below the quantum one.

**Remark: no pointwise bound.** Inequality (1) compares the quantum density with a smoothed classical density. The unsmoothed comparison can fail. For $V=x^4$ and $\beta=1\ \mathrm{Ry}^{-1}$, the values at $x=2$ bohr are $K(x,x)=4.3\times10^{-4}$, classical density $3.2\times10^{-8}$, and right side of (1) $1.2\times10^{-2}$, all in $\mathrm{bohr}^{-1}$. The classical weight contains $e^{-16}$, whereas a quantum loop that starts at $x=2$ can spend most of its imaginary time nearer the minimum. At $x=0$ the order is reversed: $K=0.218$ and the classical density is $0.282\ \mathrm{bohr}^{-1}$.

**Remark: finite number of beads.** With $\tau=\beta/P$, the primitive approximation of path-integral Monte Carlo is
$$Z_P=\mathrm{Tr}\left(e^{-\tau H_0}e^{-\tau V}\right)^P=(4\pi\beta)^{-d/2}\int dx\,E\exp\left[-\tau\sum_{j=0}^{P-1}V(x+b(j\tau))\right].$$
The second form is Lemma 1 applied to the times $j\tau$. The tangent argument for an average over $P$ values, followed by the same shift, gives $Z_P\le Z_{cl}$ for every $P$. For $P=1$ the one bead has $b(0)=0$, and $Z_1=Z_{cl}$.

## Proof of the lower bound

Let $\bar b=\beta^{-1}\int_0^\beta b\,dt$ and $\eta(t)=b(t)-\bar b$. For each loop, use the time-averaged position $c=x+\bar b$ instead of $x$; this is a shift, so $dx=dc$ and
$$Z=(4\pi\beta)^{-d/2}\int dc\,E\exp\left[-\int_0^\beta V(c+\eta(t))dt\right].$$

The variance of $\eta$ follows from the covariance. Per component,
$$\mathrm{Cov}(b(t),\bar b)=\frac2\beta\left[\frac{t^2}{2}+t(\beta-t)-\frac{t\beta}{2}\right]=\frac{t(\beta-t)}{\beta},$$
where the three terms come from $s<t$, from $s>t$, and from $-st/\beta$. Averaging over $t$ gives $\mathrm{Var}(\bar b)=\beta/6$. Hence
$$\mathrm{Var}(\eta(t))=\frac{2t(\beta-t)}\beta-\frac{2t(\beta-t)}\beta+\frac\beta6=\frac\beta6$$
at every time. Jensen's inequality, now over loops, reads $E\,e^{-Y}\ge e^{-EY}$ with $Y=\int V(c+\eta)dt$. Here $EY=\beta\bar V(c)$, which proves (c). ∎

The two bounds use the same convexity in different averages. The upper bound replaces the exponential of a time average by an average of exponentials; the lower bound moves the average over loops into the exponent.

## Harmonic oscillator and the classical limit

Let $V=\omega^2x^2/4$, which is $m\omega^2x^2/2$ with $m=1/2$. Summing the levels as a geometric series,
$$Z=\sum_{n=0}^\infty e^{-\beta\omega(n+1/2)}=\frac1{2\sinh(\beta\omega/2)} .$$
The classical integral is
$$Z_{cl}=(4\pi\beta)^{-1/2}\left(\frac{4\pi}{\beta\omega^2}\right)^{1/2}=\frac1{\beta\omega}.$$
Smearing adds $(\omega^2/4)(\beta/6)$ to the potential, so the lower bound is $Z_{cl}e^{-(\beta\omega)^2/24}$. For small $q=\beta\omega$,
$$\frac Z{Z_{cl}}=\frac{q/2}{\sinh(q/2)}=1-\frac{q^2}{24}+\dots,$$
and the lower bound has the same first correction. At $q=2$ the lower bound, $Z$ and $Z_{cl}$ are $0.4232$, $0.4255$ and $0.5000$.

In ordinary units $\beta/6$ becomes $\beta\hbar^2/12m$. The classical result is approached when this spread is small on the scale over which $V$ changes appreciably in the thermally occupied region.

## A quartic well

Take the model potential $V=x^4$, with coefficient $1\ \mathrm{Ry/bohr^4}$, at $\beta=1\ \mathrm{Ry}^{-1}$, or about $1.58\times10^5$ K. Diagonalization on a grid gives $Z=0.36930$. Sampling 20,000 bridges with 64 time slices gives $0.36902\pm0.00050$, in agreement within the statistical error. The classical value is $Z_{cl}=0.51138$, so
$$\frac{Z_{cl}}Z=\frac{0.51138}{0.36930}=1.385 .$$
The free energies are
$$F=-\ln0.36930=0.9962\ \mathrm{Ry}=13.553\ \mathrm{eV},$$
$$F_{cl}=-\ln0.51138=0.6706\ \mathrm{Ry}=9.124\ \mathrm{eV}.$$
The smeared potential gives $Z\ge0.35516$, hence $F\le1.0352$ Ry. The two bounds enclose $F$, with the upper limit on $F$ much the closer at this temperature.

The primitive approximation gives $Z_P=0.4227$, $0.3741$ and $0.3694$ for $P=2$, $8$ and $64$, all below $Z_{cl}$. The error relative to the diagonalized $Z$ falls by a factor $3.99$ between $P=32$ and $P=64$, consistent with an error proportional to $1/P^2$.

The temperature dependence is as follows, with $\beta$ in $\mathrm{Ry}^{-1}$.

| $\beta$ | lower bound | $Z$ | $Z_{cl}$ |
|---|---|---|---|
| 0.1 | 2.8451 | 2.8452 | 2.8757 |
| 1 | 0.3552 | 0.3693 | 0.5114 |
| 4 | 0.00030 | 0.01439 | 0.18080 |

Both bounds become poor on cooling, for reasons that can be read from the formulas. Substituting $x=\beta^{-1/4}u$ in the classical integral shows that $Z_{cl}\propto\beta^{-3/4}$, a power law. The quantum $Z$ approaches $e^{-\beta E_0}$, with ground-state energy $E_0=1.0604$ Ry; at $\beta=4$ this is $e^{-4.2416}=0.0144$, already the value in the table. The classical integral has no zero-point energy. The lower bound fails in the other direction. With $\sigma^2=\beta/6$, the Gaussian moments $\langle\xi^2\rangle=\sigma^2$ and $\langle\xi^4\rangle=3\sigma^4$ give
$$\bar V(c)=c^4+6\sigma^2c^2+3\sigma^4\ge c^4+\frac{\beta^2}{12},$$
so the lower bound is at most $Z_{cl}e^{-\beta^3/12}$. This falls faster than $e^{-\beta E_0}$, because the spread assigned to the path grows without limit while the well confines the real particle.

## Identical particles

For several distinguishable particles the proof is unchanged: $x$ collects all coordinates, the potential may include interactions that satisfy the assumptions, and a particle of mass $m$ has bridge variance $(\hbar^2/m)\,t(\beta-t)/\beta$. The shift does not require equal variances.

For identical bosons the corresponding comparison, with the classical integral divided by $N!$, can fail. For two non-interacting bosons with one-particle levels $\epsilon_i$, the sum over pairs $i\le j$ is half the unrestricted sum plus half the diagonal:
$$Z_B=\sum_{i\le j}e^{-\beta(\epsilon_i+\epsilon_j)}=\frac12\left[Z(\beta)^2+Z(2\beta)\right].$$
In the oscillator with $\omega=2$ Ry at $\beta=1\ \mathrm{Ry}^{-1}$, distinguishable particles have $Z^2=0.1810<Z_{cl}^2=0.2500$, as the theorem requires. The bosons have $Z_B=0.1594$, above $Z_{cl}^2/2=0.1250$. The direct term $Z^2/2=0.0905$ respects the bound. The exchange term, from paths on which the particles trade places, adds $0.0689$ and has no counterpart in the classical integral.

The numerical check also compares the first two terms of the series in Lemma 2 with derivatives of a diagonalized kernel, and tests both bounds for a double well.

## Numbers as computed

```
beta = 1.0 1/Ry, temperature = 157888 K
quartic ground-state energy = 1.060362 Ry
Dyson test points: x = 0.5 bohr, y = -0.3 bohr
free kernel K0(x,y) = 0.240385 1/bohr
1st derivative in lam: grid -0.179877, bridge -0.179875 1/(bohr Ry)
2nd derivative in lam: grid 0.138708, bridge 0.138707 1/(bohr Ry^2)
sampled bridges = 20000, time slices = 64
quartic K(x,y): bridges 0.17490 +- 0.00044, grid 0.17518 1/bohr
quartic Z: bridges 0.36902 +- 0.00050, grid 0.36930
beads P =  2: Z_P = 0.422742
beads P =  4: Z_P = 0.386346
beads P =  8: Z_P = 0.374051
beads P = 16: Z_P = 0.370528
beads P = 32: Z_P = 0.369607
beads P = 64: Z_P = 0.369373
error ratio (P = 32)/(P = 64) = 3.990
x = 0 bohr: K(x,x) = 2.180e-01, classical 2.821e-01, smoothed 2.404e-01 1/bohr
x = 2 bohr: K(x,x) = 4.282e-04, classical 3.175e-08, smoothed 1.213e-02 1/bohr
variance about centroid: min 0.16667, max 0.16667 bohr^2
quartic: beta (1/Ry), lower bound, Z, Z_cl, Z_cl/Z
  0.1  2.845099  2.845239  2.875717  1.0107
  0.5  0.761287  0.765417  0.860040  1.1236
  1.0  0.355161  0.369295  0.511383  1.3848
  2.0  0.084790  0.120446  0.304070  2.5245
  4.0  0.000298  0.014387  0.180801  12.5670
quartic free energy at beta = 1: quantum 0.99616 Ry = 13.5534 eV
  classical (lower limit) 0.67064 Ry = 9.1245 eV
  smeared (upper limit) 1.03518 Ry = 14.0844 eV
harmonic, omega = 2 Ry, beta = 1: lower 0.423241, Z 0.425459, Z_cl 0.500000
two distinguishable particles: Z = 0.181015, classical 0.250000
two bosons: Z = 0.159438, classical/2! = 0.125000
```
